# Pyroelectric voltage of an isolated hafnia capacitor during baking

## The problem

A memory capacitor has a ferroelectric hafnia-zirconia film of thickness $d=10$ nm between two metal electrodes. The film is poled, so that its spontaneous polarization $P_s$ points everywhere from the bottom electrode to the top one. Its relative permittivity is $\varepsilon_r=30$. Its polarization falls on warming, with a pyroelectric coefficient of magnitude $|p|=50$ µC/(m² K).

The electrodes are shorted together at 25 °C and then disconnected. The capacitor is warmed uniformly to 85 °C for a retention bake. Assume that no charge leaks through the film or around it, and that no domain switches.

(a) What voltage appears between the electrodes?

(b) Does the field in the film support the stored polarization or oppose it?

(c) How good is a calculation to first order in the temperature change?

## Hints

1. The electrodes are isolated. Which electrical quantity cannot change while the film warms: the voltage, the field or the free charge?
2. Use Gauss's law to relate the free charge on the bottom electrode to the displacement $D$ in the film.
3. Split $D$ into a part present at zero field, which depends on temperature, and a part proportional to the field. Write it down before and after warming.
4. For the direction, ask which electrode is left with more charge than the weakened polarization needs.
5. For (c), you need a model in which the polarization responds nonlinearly to field and temperature. The simplest has a field equal to a linear plus a cubic term in the polarization.

## Full solution

### The conserved quantity

Let $z$ run from the bottom electrode to the top one, and count $E$, $D$ and $P_s$ positive along $+z$. Let $\sigma$ be the free charge per unit area on the bottom electrode.

Draw a flat Gaussian box with one face inside the bottom metal and the other just inside the film. The field vanishes in the metal, so flux leaves through the upper face alone, and

$$D=\sigma .$$

The film is assumed to contain no free charge, so $D$ has this value throughout its thickness. After disconnection no charge can reach or leave the electrode. Hence $\sigma$, and with it $D$, stays fixed during warming. The voltage is free to change.

### The displacement in the film

For a small field, the polarization is its zero-field value plus a linear response:

$$P=P_s(T)+\varepsilon_0\chi E .$$

Insert this in the definition $D=\varepsilon_0E+P$:

$$D=P_s(T)+\varepsilon_0(1+\chi)E=P_s(T)+\varepsilon_0\varepsilon_rE .$$

Here $\varepsilon_r=1+\chi$ is the total small-signal permittivity. It includes the response of the ferroelectric polarization itself, so that response must not be added a second time.

The coefficient is defined at zero field, $p=dP_s/dT$, and is negative here. It is taken to be the coefficient found from the charge that flows between shorted electrodes when the film is warmed on its substrate. With charge and polarization counted per unit of initial electrode area, it already contains the effects of thermal strain on the polarization and on the electrode area.

### Before and after warming

Call the initial and final temperatures $T_0$ and $T_1$, with $\Delta T=T_1-T_0$. For ideal electrodes of the same metal, in direct contact with a uniform film, the initial short circuit makes $E=0$. The free charge then compensates the polarization completely:

$$\sigma=P_s(T_0).$$

After warming, the same charge must satisfy

$$\sigma=P_s(T_1)+\varepsilon_0\varepsilon_rE .$$

Equate the two expressions and isolate the field term:

$$\varepsilon_0\varepsilon_rE=P_s(T_0)-P_s(T_1).$$

To first order, $P_s(T_1)=P_s(T_0)+p\,\Delta T$. The right-hand side is therefore $-p\,\Delta T=|p|\Delta T$, and

$$E=\frac{|p|\,\Delta T}{\varepsilon_0\varepsilon_r}.$$

Define $V$ as the potential of the bottom electrode minus that of the top one. Since the potential falls along the field,

$$V=\int_0^dE\,dz=Ed=\frac{|p|\,\Delta T\,d}{\varepsilon_0\varepsilon_r}.$$

The electrode area has cancelled: a larger capacitor has more surplus charge, but its capacitance is larger in the same ratio. The field does not depend on thickness if $p$ and $\varepsilon_r$ are held fixed, so the voltage is then proportional to thickness.

### Numbers

The temperature rises by $85-25=60$ K. The polarization loss is

$$|p|\Delta T=(50\times10^{-6})(60)=3.00\times10^{-3}\ \text{C/m}^2,$$

or 0.30 µC/cm². The permittivity of the film is

$$\varepsilon_0\varepsilon_r=(8.854\times10^{-12})(30)=2.656\times10^{-10}\ \text{F/m}.$$

Dividing C/m² by F/m gives C/(F m), which is V/m:

$$E=\frac{3.00\times10^{-3}}{2.656\times10^{-10}}=1.13\times10^7\ \text{V/m}=0.113\ \text{MV/cm}.$$

Finally,

$$V=(1.129\times10^7)(10\times10^{-9})=0.113\ \text{V}.$$

The answer to (a) is about 0.11 V, with the bottom electrode positive.

### Direction and size of the field

The polarization puts a bound charge $-P_s$ per unit area on the bottom face of the film. Before warming, the free charge $+P_s(T_0)$ next to it cancels it. Warming weakens the bound charge, but the free charge stays. A positive surplus remains at the bottom and an equal negative surplus at the top. The field therefore points from bottom to top, along the polarization.

This answers (b): during leakage-free warming from a shorted state with no field in the film, the field supports the stored polarization. Reversing the stored state reverses both $P_s$ and the voltage, so the field supports the other state equally.

A rough polarization for such a film is 18 µC/cm². The loss of 0.30 µC/cm² is 1.7 % of it. This small fraction still produces a considerable field because the polarization itself is large: even at 1 MV/cm, the field term $\varepsilon_0\varepsilon_rE$ is only 2.7 µC/cm², far less than 18 µC/cm². Against a rough coercive field of 1 MV/cm, the generated field is 11 %. Since it also points along the polarization, the assumption of no switching is reasonable here.

If the film held domains of both directions, their contributions would have opposite signs. With equal areas and otherwise identical properties, the mean polarization and its change would vanish, and so would the voltage. The result above is for a fully poled film.

### Accuracy of the first-order result

Take a Landau model with a uniform polarization $P$ and a background permittivity $\varepsilon_b$, which describes the response of everything except $P$:

$$E=a(T)P+bP^3,\qquad D=\varepsilon_bE+P .$$

Let $a(T)=a_0+a'(T-T_0)$, and write $P_0=P_s(T_0)$. At zero field and $T_0$, a nonzero polarization requires $a_0=-bP_0^2$. The slope of the field there is

$$\frac{dE}{dP}=a_0+3bP_0^2=2bP_0^2\equiv\frac1\kappa .$$

The total permittivity is $\varepsilon=\varepsilon_b+\kappa$, which must equal $\varepsilon_0\varepsilon_r$. This fixes $\kappa$ once $\varepsilon_b$ is chosen, and then $b=1/(2\kappa P_0^2)$.

To fix $a'$, differentiate the zero-field condition $aP_s+bP_s^3=0$ with respect to temperature:

$$a'P_0+\frac1\kappa\frac{dP_s}{dT}=0 .$$

With $dP_s/dT=-|p|$, this gives $a'=|p|/(\kappa P_0)$.

Now impose fixed free charge. Initially $D=P_0$, so after warming $P=P_0-\delta$, where $\delta=\varepsilon_bE$. Let $q=|p|\Delta T$. The temperature-dependent term contributes

$$a'\Delta T\,P=\frac{q}{\kappa}\left(1-\frac{\delta}{P_0}\right).$$

The remaining terms, $a_0P+bP^3$, vanish at $P_0$. Their first derivative there is $1/\kappa$, and half their second derivative is $3bP_0=3/(2\kappa P_0)$. To second order they give

$$a_0P+bP^3\approx-\frac{\delta}{\kappa}+\frac{3\delta^2}{2\kappa P_0}.$$

Add the two contributions, multiply by $\kappa$, and move $\delta=\varepsilon_bE$ to the left:

$$(\kappa+\varepsilon_b)E\approx q-\frac{q\delta}{P_0}+\frac{3\delta^2}{2P_0}.$$

The leading term is the earlier result, $E=q/\varepsilon$. In the small terms we may use this leading value, so $\delta=rq$ with $r=\varepsilon_b/\varepsilon$. Then

$$E\approx\frac q\varepsilon\left[1-\frac{q}{P_0}\,r\left(1-\frac32r\right)\right].$$

For a background relative permittivity of 10, $r=1/3$, and the correction is $-(1.67\,\%)(1/3)(1/2)=-0.28\,\%$ of the first-order value. Solving the full cubic equation numerically, by bracketing its root, gives the same $-0.28\,\%$ for 60 K and $-0.14\,\%$ for 30 K. The relative error is proportional to the warming, as the expansion predicts.

The full solutions for backgrounds of 5, 10 and 20 are 0.1127, 0.1126 and 0.1129 V. The last agrees with the first-order value at this precision because $r=2/3$ makes the second-order correction vanish. How the permittivity is divided between background and polarization hardly matters, provided the total is 30.

In this model, the zero-field polarization loss is 0.85 % larger than $|p|\Delta T$, because $P_s(T)$ is curved. The voltage does not rise by that amount, since the polarization's response to the field changes too. The expansion contains both effects.

A real film may have a further temperature dependence of permittivity. The one to use is the permittivity at the final temperature, averaged over the field from zero to its final value, because the field builds up from the zero-field polarization at that temperature. If it were 5 % higher than 30, an assumed change, with the polarization loss held fixed, the voltage would be $0.1129/1.05=0.108$ V. Thermal expansion is much less important. Its effect on the released charge is already contained in $p$, but it also changes the capacitance, through both thickness and area: a rough linear coefficient of $10^{-5}$ per kelvin changes the thickness by 0.06 % and the area by 0.12 %.

So the answer to (c) is that nonlinearity costs less than 1 % in this model. The model has a limit: its calibration makes $a(T)$ vanish only at $T_0+|a_0|/a'=T_0+P_0/(2|p|)$, which is 1800 K above the starting temperature, so its $P_s(T)$ is very weakly curved. Adding a fifth-power term, with the same $p$, $P_0$ and total permittivity and with $a(T)$ vanishing near 420 °C, raises the extra polarization loss to 3.6 % and gives errors of $-0.1$, $0.0$ and $+1.2$ % for backgrounds of 5, 10 and 20. Uncertainty in the material coefficients matters more than either estimate.

## Variation 1: a cable is connected

**Question.** The capacitor is a square pad of side 100 µm. A cable with a capacitance of 100 pF is connected across it before the initial short circuit and remains connected during warming. The cable and the meter do not leak. What voltage appears?

**Solution.** The conserved quantity is now the total charge on the bottom electrode and the cable conductor joined to it. Let $A$ be the pad area and $C_p$ the cable capacitance. Initially the cable is uncharged and the electrode holds $AP_s(T_0)$. After warming,

$$AP_s(T_0)=A\left[P_s(T_1)+\varepsilon_0\varepsilon_r\frac Vd\right]+C_pV .$$

Move the polarization terms to one side and define $C=\varepsilon_0\varepsilon_rA/d$:

$$A|p|\Delta T=(C+C_p)V .$$

Without the cable the voltage is $V_0=A|p|\Delta T/C$. Therefore

$$V=\frac{V_0}{1+C_p/C}.$$

The pad capacitance is

$$C=\frac{(2.656\times10^{-10})(10^{-4})^2}{10^{-8}}=2.656\times10^{-10}\ \text{F}=265.6\ \text{pF},$$

and so

$$V=\frac{0.1129}{1+100/265.6}=0.082\ \text{V}.$$

The Landau model with background 10, solved numerically with the same shared charge, also gives 0.082 V.

The two limits are instructive. When $C_p\ll C$, the open-circuit voltage returns. When $C_p\gg C$, the voltage tends to zero and nearly all the surplus charge moves to the cable, as it would in a short circuit. The area no longer cancels, because the cable capacitance does not shrink with the pad. For the same cable, a smaller pad gives a smaller voltage.

## Variation 2: the film leaks

**Question.** Suppose that the film conducts ohmically, with a current density $J_0=10^{-8}$ A/cm² at the field found in (a). This is a rough value for illustration. The capacitor is otherwise isolated, and its resistivity is the same at all temperatures in the cycle. It warms at a constant rate in 10 minutes, stays hot for 10 hours, and cools at a constant rate in 10 minutes. What happens to the voltage?

**Solution.** A positive field drives current upward, away from the bottom electrode. With resistivity $\rho$, its free charge obeys

$$\frac{d\sigma}{dt}=-\frac E\rho .$$

Differentiate $\sigma=P_s(T)+\varepsilon_0\varepsilon_rE$ with constant $\varepsilon_r$, and use $dP_s/dt=-|p|\,dT/dt$:

$$-|p|\frac{dT}{dt}+\varepsilon_0\varepsilon_r\frac{dE}{dt}=-\frac E\rho .$$

Divide by $\varepsilon_0\varepsilon_r$, multiply by $d$, and rearrange:

$$\frac{dV}{dt}=\frac{|p|d}{\varepsilon_0\varepsilon_r}\frac{dT}{dt}-\frac V\tau,\qquad \tau=\varepsilon_0\varepsilon_r\rho .$$

For a ramp of duration $t_r$, the heating rate is $\Delta T/t_r$, and the first term on the right is $V_0/t_r$. Multiply the equation by $e^{t/\tau}$:

$$\frac{d}{dt}\left(Ve^{t/\tau}\right)=\frac{V_0}{t_r}e^{t/\tau}.$$

Integrate from $V=0$ at $t=0$ to the end of the ramp, and divide by $e^{t_r/\tau}$:

$$V(t_r)=V_0\frac{\tau}{t_r}\left(1-e^{-t_r/\tau}\right).$$

The time constant follows from $\rho=E_0/J_0$, where $E_0=|p|\Delta T/(\varepsilon_0\varepsilon_r)$:

$$\tau=\frac{\varepsilon_0\varepsilon_rE_0}{J_0}=\frac{|p|\Delta T}{J_0}=\frac{3.0\times10^{-7}\ \text{C/cm}^2}{10^{-8}\ \text{A/cm}^2}=30\ \text{s}.$$

For the 600 s ramp the exponential is negligible, and

$$V=(0.1129\ \text{V})\frac{30}{600}=5.6\ \text{mV}.$$

During the hold, $dT/dt=0$ and the voltage decays as $e^{-t/\tau}$. Ten hours are 1200 time constants, so the film is discharged for any practical purpose. On cooling, the source term changes sign, and the ramp ends at $-5.6$ mV. The field now opposes the polarization: it has grown back, but part of the charge that once compensated it has leaked away.

The ramp time decides the size of the effect. If the warming took 1 s, the formula would give 0.111 V, close to the leakage-free value. Similarly, a film discharged while hot and then cooled much faster than its leakage time would acquire nearly the full voltage with the opposite sign. The Landau model with background 10 gives $-0.113$ V for cooling without leakage.

How small must the leakage be for the voltage to survive the bake? After a leakage-free warming, the fractional loss during a time $t\ll\tau$ is approximately $t/\tau=J_0t/(|p|\Delta T)$. For a loss of 1 % in 36,000 s,

$$J_0=\frac{(0.01)(3.0\times10^{-7})}{36\,000}=8.3\times10^{-14}\ \text{A/cm}^2.$$

This is about five orders of magnitude below the value assumed in this variation.

**The real capacitor.** The thickness and permittivity used here are typical of hafnia-zirconia memory films. The pyroelectric coefficient, polarization and coercive field are rough values that vary with composition, processing and cycling. The assumption most at risk in a long bake is the absence of leakage: with the rough current above, a 10-minute ramp reduces the result from 0.11 V to about 6 mV, and the hold removes the rest. Real leakage need not be ohmic and usually increases with temperature, so these times are estimates. The equal sizes of the warming and cooling voltages also come from the constant resistivity: the cooling ramp ends where the film leaks least. For an assumed activation energy of 0.6 eV and $\tau=30$ s at 85 °C, the same cycle gives $+7$ mV after warming and $-55$ mV after cooling. In a memory cell, the access transistor and wiring add further leakage and capacitance.

Real contacts also limit the answer to (b). A thin layer without spontaneous polarization at an electrode, or incomplete screening in the metal, can leave a field against the polarization even when the capacitor is shorted. For a layer of thickness $t$ in series with the film, with the same permittivity and no trapped charge, this field is $E=-P_s t/[\varepsilon_0\varepsilon_r(d+t)]$. With $t=0.5$ nm and the rough polarization above, its size is 0.32 MV/cm. Leakage-free warming then weakens the opposing field by 0.11 MV/cm, but does not reverse it. With the linear film response used in (a), the voltage is unchanged, because $D$, and hence the field in the layer, stays fixed. The cubic Landau model, which starts here from a nonzero field, gives 0.110 to 0.115 V for backgrounds of 5 to 20, a spread of about 2 % on either side.

The pyroelectric voltage is also distinct from imprint, which is a shift of the switching loop along the voltage axis. A short circuit removes the surplus electrode charge and hence this voltage. Charge that moved under the field and became trapped in the film could remain after the short circuit and contribute to imprint, but the present model contains no traps and cannot give the size of that shift. For retention, the calculation identifies cooling after a hot discharge as the step that creates a pyroelectric field against the stored state. This field is strongest when the cooling is fast compared with the leakage time, and it remains after the cooling until leakage removes it.
